# Collapse threshold of trapped attractive bosons: Gaussian ansatz and radial solution

## Problem

A gas of $N$ identical bosons of mass $m$ is held at zero temperature in the spherical trap $\tfrac12 m\omega^2r^2$. The scattering length $a$ is negative, so the atoms attract each other. All atoms share one normalized orbital $\phi$, and the Gross-Pitaevskii (GP) energy per particle is

$$
\frac{E}{N}=\int\left[\frac{\hbar^2}{2m}|\nabla\phi|^2+\frac{m\omega^2r^2}{2}|\phi|^2+\frac{gN}{2}|\phi|^4\right]d^3r,\qquad g=\frac{4\pi\hbar^2a}{m}.
$$

Here $N-1$ has been replaced by $N$, which is harmless for many atoms. The atoms are neutral and no charge enters. Define

$$
a_{ho}=\sqrt{\frac{\hbar}{m\omega}},\qquad k=\frac{N|a|}{a_{ho}} .
$$

1. Estimate the value of $k$ at which attraction becomes dangerous for the cloud.
2. With a Gaussian orbital of adjustable width, find the largest $k$ for which the energy has a local minimum.
3. Find the corresponding limit for nodeless radial solutions of the full GP equation, and explain the difference.

## First estimate by scaling

In a cloud of radius $R$ the kinetic energy per particle is about $\hbar^2/(2mR^2)$. Spreading the atoms evenly over the volume $4\pi R^3/3$ gives an interaction energy per particle of magnitude

$$
\frac{|g|N}{2}\,\frac{3}{4\pi R^3}=\frac{3\hbar^2N|a|}{2mR^3}.
$$

Without interactions the trap sets $R\approx a_{ho}$. At this radius the two energies are equal when $3N|a|/a_{ho}=1$, so $k\approx 1/3$. The numerical factor depends on how $R$ is defined; the estimate says that the threshold is a number of order one. Equality of the two energies is only a rough criterion: the virial relation (10) below keeps the interaction energy under two thirds of the kinetic energy in every stationary state, and at the radial threshold it is about one half.

The powers of $R$ say more. Take any fixed shape, stretch it uniformly by a factor $\lambda$, and measure energy in units of $\hbar\omega$. Gradients scale as $1/\lambda$, and the density scales as $1/\lambda^3$, so

$$
e(\lambda)=\frac{T}{\lambda^2}+V\lambda^2+\frac{I}{\lambda^3},
\tag{1}
$$

where $T$, $V$ and $I<0$ are the kinetic, trap and interaction energies per particle at $\lambda=1$. For $\lambda\to0$ the last term wins, however weak the attraction. The GP energy therefore has no lower bound for any $k>0$, and a condensate can at best be metastable, sitting in a local minimum behind a barrier. The threshold sought is the value of $k$ at which this minimum disappears.

## Solution within the Gaussian ansatz

**Energy.** Let $\sigma=b\,a_{ho}$ and

$$
\phi(r)=\frac{1}{\pi^{3/4}\sigma^{3/2}}\,e^{-r^2/(2\sigma^2)} .
$$

The density $|\phi|^2$ is a product of three normalized Gaussians, each with variance $\sigma^2/2$, so $\langle r^2\rangle=3\sigma^2/2$. Since $\nabla\phi=-(\mathbf r/\sigma^2)\phi$,

$$
\int|\nabla\phi|^2d^3r=\frac{\langle r^2\rangle}{\sigma^4}=\frac{3}{2\sigma^2}.
$$

The quartic integral is

$$
\int|\phi|^4d^3r=\frac{1}{\pi^3\sigma^6}\int e^{-2r^2/\sigma^2}d^3r=\frac{1}{\pi^3\sigma^6}\left(\frac{\pi\sigma^2}{2}\right)^{3/2}=\frac{1}{(2\pi)^{3/2}\sigma^3}.
$$

The three energies per particle follow, with $\hbar^2/(ma_{ho}^2)=m\omega^2a_{ho}^2=\hbar\omega$:

$$
\frac{\hbar^2}{2m}\frac{3}{2\sigma^2}=\frac34\frac{\hbar\omega}{b^2},\qquad
\frac{m\omega^2}{2}\frac{3\sigma^2}{2}=\frac34\hbar\omega\,b^2,
$$

$$
\frac{gN}{2}\frac{1}{(2\pi)^{3/2}\sigma^3}=-\frac{2\pi\hbar^2|a|N}{m(2\pi)^{3/2}\sigma^3}=-\frac{\hbar\omega\,k}{\sqrt{2\pi}\,b^3}.
$$

Hence

$$
\varepsilon(b)=\frac{E}{N\hbar\omega}=\frac34\left(\frac1{b^2}+b^2\right)-\frac{k}{\sqrt{2\pi}\,b^3}.
\tag{2}
$$

**Stationary widths.** Differentiation gives

$$
\varepsilon'(b)=-\frac{3}{2b^3}+\frac{3b}{2}+\frac{3k}{\sqrt{2\pi}\,b^4}.
$$

Setting this to zero and multiplying by $2b^4/3$ gives $b^5-b+2k/\sqrt{2\pi}=0$, or

$$
k=K(b),\qquad K(b)=\sqrt{\frac{\pi}{2}}\,(b-b^5).
\tag{3}
$$

The function $K$ vanishes at $b=0$ and $b=1$ and is positive between them. Its derivative is proportional to $1-5b^4$, so its single maximum is at $b_G=5^{-1/4}=0.669$. There $b_G^5=b_G/5$, and

$$
k_G=\frac45\,5^{-1/4}\sqrt{\frac{\pi}{2}}=0.67 .
\tag{4}
$$

**Minimum or maximum.** The second derivative of (2) is

$$
\varepsilon''=\frac{9}{2b^4}+\frac32-\frac{12k}{\sqrt{2\pi}\,b^5}.
$$

At a stationary width, (3) gives $k/\sqrt{2\pi}=(b-b^5)/2$. The last term is then $-6/b^4+6$, and

$$
\varepsilon''=\frac32\left(5-\frac1{b^4}\right).
\tag{5}
$$

For $0<k<k_G$ equation (3) has two roots. The wider one, $b>b_G$, has positive curvature and is the metastable cloud. The narrower one is the top of the barrier. They merge at $k_G$, and above it $\varepsilon$ decreases all the way as the cloud shrinks from any width.

**Weak attraction.** For small $k$, put $b=1-\delta$. Then $b-b^5\approx4\delta$, and (3) gives $\delta\approx k/(2\sqrt{2\pi})$: the cloud contracts in proportion to $k$.

**Close to the threshold.** The derivative of (2) can be written as

$$
\varepsilon'(b)=\frac{3}{\sqrt{2\pi}\,b^4}\,[k-K(b)].
$$

Let $\Delta=k_G-k$ and $x=b-b_G$. Since $K''(b)=-20\sqrt{\pi/2}\,b^3$, we have $K\approx k_G-Cx^2$ with $C=10\sqrt{\pi/2}\,b_G^3=3.75$. With $b_G^{-4}=5$ this gives $\varepsilon'\approx(15/\sqrt{2\pi})(Cx^2-\Delta)$. The stationary points are at $x=\pm\sqrt{\Delta/C}$, and the barrier height is the integral of $-\varepsilon'$ between them:

$$
\varepsilon_{\rm top}-\varepsilon_{\rm min}\approx\frac{15}{\sqrt{2\pi}}\cdot\frac43\,\Delta\sqrt{\frac{\Delta}{C}}=\frac{20}{\sqrt{2\pi C}}\,\Delta^{3/2}\approx4.1\,\Delta^{3/2}.
\tag{6}
$$

The barrier closes faster than linearly. This is the barrier per particle within the ansatz. For the whole cloud the ansatz gives $N$ times this value, about $4.1\,N\Delta^{3/2}\hbar\omega$, which falls to the order of $\hbar\omega$ when $\Delta$ is of order $N^{-2/3}$. Here $\Delta$ is measured from $k_G$; the barrier of the full GP energy closes earlier, at the radial threshold found below. Tunnelling and thermal escape across a barrier aren't described by the GP energy.

## Solution of the radial GP equation

**The equation.** Making the energy stationary at fixed normalization gives

$$
-\frac{\hbar^2}{2m}\nabla^2\phi+\frac{m\omega^2r^2}{2}\phi+gN|\phi|^2\phi=\mu\hbar\omega\,\phi ,
$$

where $\mu$ is the chemical potential in units of $\hbar\omega$. From here on $x=r/a_{ho}$. For a real spherical orbital write $\phi=u(x)/(\sqrt{4\pi a_{ho}}\,r)$, so that $\int_0^\infty u^2dx=1$. The Laplacian reduces to a second derivative of $u$, and the interaction term becomes $gN\phi^2=-\hbar\omega\,k\,u^2/x^2$. With $f=\sqrt k\,u$ the parameter $k$ leaves the equation and moves into the normalization:

$$
-\frac12f''+\frac{x^2}{2}f-\frac{f^3}{x^2}=\mu f,\qquad f(0)=f(\infty)=0,\qquad \int_0^\infty f^2dx=k .
\tag{7}
$$

At the origin $f$ has to vanish linearly in $x$, which keeps $\phi$ finite. The condition $f(0)=0$ alone isn't enough: with $t=\ln x$ the equation near the origin reads $f_{tt}-f_t\approx-2f^3$, which also admits $f\approx1/\sqrt{4\ln(1/x)}$. For such solutions $\phi\propto f/x$ diverges and the kinetic energy is infinite, so they are excluded. One can now choose $\mu$, solve for the nodeless $f$, and read off $k$. This works smoothly through the threshold, where a search at fixed $k$ would meet two merging solutions.

**Two limits.** For weak attraction $f$ is close to the oscillator ground state. Multiplying the equation for $u$ by $u$ and integrating gives

$$
\mu=T+V+2I,
\tag{8}
$$

where the factor 2 arises because $I=-\tfrac k2\int u^4x^{-2}dx$ carries a factor one half that the equation doesn't. To first order $T+V$ keeps its value $3/2$, since the ground state minimizes it, and (2) at $b=1$ gives $I=-k/\sqrt{2\pi}$. So $k\approx\sqrt{\pi/2}\,(3/2-\mu)$. At $\mu=1.4$ this is $0.125$; the numerical solution gives $0.117$.

For large negative $\mu$ the cloud is so narrow that the trap term can be dropped. Setting $f(x)=F(y)$ with $y=\sqrt{|\mu|}\,x$ then removes $|\mu|$ from the equation, and $k=|\mu|^{-1/2}\int F^2dy$. So $k$ tends to zero at this end too, and there must be a maximum between.

**Numerical result.** The nodeless solutions were computed from $\mu=1.45$ down to $\mu=-3$. Part of the curve is:

| $\mu$ | $k$ |
|---:|---:|
| 1.40 | 0.117 |
| 1.00 | 0.434 |
| 0.60 | 0.560 |
| 0.20 | 0.570 |
| −0.50 | 0.492 |
| −3.00 | 0.295 |

The curve has one maximum in this range, at $\mu_c=0.364$:

$$
k_c=0.575 .
\tag{9}
$$

Integrating (7) outward from the centre, and adjusting the initial slope until $f$ decays, gives the same $k$ at $\mu_c$ to the five decimals printed in the numerical output.

## Comparison

The scaling estimate $1/3$ has the right order of magnitude. The Gaussian threshold $0.67$ lies $17\,\%$ above the radial value $0.575$, relative to the latter. The cause can be found by asking in which direction each cloud becomes unstable.

**Uniform scaling.** A stationary state must satisfy $e'(1)=0$ in (1), which is the virial relation

$$
-2T+2V-3I=0 .
\tag{10}
$$

Its curvature against scaling is $e''(1)=6T+2V+12I$. Equation (10) gives $12I=8V-8T$, so

$$
e''(1)=10V-2T .
\tag{11}
$$

Scaling becomes soft at $T/V=5$. For the Gaussian $T/V=b^{-4}$, which reaches 5 at $b_G$, as it must, since scaling is the one freedom the ansatz has.

The critical radial state has $T=1.589$, $V=0.383$ and $I=-0.804$. These numbers satisfy (10), and (8) returns $\mu=1.589+0.383-1.608=0.364$. The ratio is $T/V=4.15$ and the curvature (11) is $+0.65$. At its threshold the true cloud still resists uniform compression.

**The soft direction.** The deformation that costs nothing is found by differentiating the equation for $u$ with respect to $\mu$ along the curve of solutions. At the maximum $dk/d\mu=0$, so with $u_\mu=\partial u/\partial\mu$

$$
L\,u_\mu=u,\qquad L=-\frac12\frac{d^2}{dx^2}+\frac{x^2}{2}-\frac{3k\,u^2}{x^2}-\mu .
$$

Normalization requires $\int u\,u_\mu dx=0$, and therefore $\int u_\mu Lu_\mu dx=0$. This integral is, up to a positive factor, the second-order energy change for the deformation $u_\mu$ at fixed normalization. Moreover $Lu_\mu=u$ has no component orthogonal to $u$, so $u_\mu$ is a zero mode among the deformations that keep the normalization. The branch $\mu>\mu_c$, which is connected to the oscillator ground state, is the metastable cloud; at $\mu_c$ it meets the unstable branch and loses its stability along $u_\mu$. Since scaling still has positive curvature, $u_\mu$ isn't a pure scaling: it changes the shape.

**Effect of the shape.** The critical state has the central density $|\phi|^2=0.84\,a_{ho}^{-3}$, against $0.49\,a_{ho}^{-3}$ for a Gaussian with the same rms radius. The true cloud has a denser core, which makes better use of the attraction.

To see what this does to the threshold, freeze the shape of the critical state and allow it only to scale. From (1), $e'(\lambda)=0$ requires

$$
|I|=\frac23\left(T\lambda-V\lambda^5\right),
$$

whose right side is largest at $\lambda^4=T/(5V)$, with the value $\tfrac{8}{15}T\,[T/(5V)]^{1/4}$. Here $T/(5V)=0.830$, its fourth root is $0.954$, and the largest $|I|$ is $0.809$. For a fixed shape $|I|$ is proportional to $k$, and it is $0.804$ at $k_c$. This shape therefore loses its barrier at

$$
k=0.5750\times\frac{0.8090}{0.8042}\approx0.578 .
$$

Between $0.578$ and $0.67$ a Gaussian cloud has a barrier against scaling while the more peaked cloud has none. If the Gaussian can deform towards such a shape without climbing in energy, its own barrier protects nothing. Whether it can is checked in the example below. The argument concerns this problem; it doesn't prove that every restricted ansatz overestimates a threshold.

## Example: two atom numbers

Take the round model values $m=10$ u, $\omega/2\pi=100$ Hz and $a=-1.0$ nm. Then $a_{ho}=3.179\ \mu\text{m}=3179$ nm, and the critical atom numbers $N=k\,a_{ho}/|a|$ are

$$
N_G=0.6705\times3179\approx2132,\qquad N_c=0.575\times3179\approx1828 .
$$

**$N=1500$.** Here $k=1500/3179=0.472$, below both thresholds. The Gaussian minimum is at $b=0.867$ and its barrier top at $b=0.385$, with a barrier of $0.60\,\hbar\omega$ per particle. This is the barrier of the ansatz only: the unstable radial solution with the same $k$, at $\mu=-0.658$, lies just $0.22\,\hbar\omega$ per particle above the metastable one. The Gaussian doesn't solve the GP equation, so its chemical potential is taken as $\mu=d(N\varepsilon)/dN$. At the minimum the change of $b$ with $N$ doesn't contribute, and $I$ is proportional to $N$, so $\mu=\varepsilon+I=T+V+2I$, the same form as (8). Equation (3) gives $2I=-(b^{-2}-b^2)$, so

$$
\mu=\frac34\left(b^{-2}+b^2\right)-b^{-2}+b^2=\frac74b^2-\frac1{4b^2}=0.984 .
$$

| Quantity | Gaussian | Radial GP |
|---|---:|---:|
| rms radius ($a_{ho}$) | 1.062 | 1.044 |
| energy per particle ($\hbar\omega$) | 1.273 | 1.259 |
| $\mu$ | 0.984 | 0.921 |

Relative to the radial solution, the Gaussian errs by about $2\,\%$ in radius, $1\,\%$ in energy and $7\,\%$ in $\mu$. A good energy here doesn't guarantee an equally good threshold. The rms radius of the radial solution is $3.32\ \mu$m.

**$N=2000$.** Now $k=0.629$, between the two thresholds. The Gaussian minimum at $b=0.766$ is separated from the barrier top at $b=0.554$ by $0.038\,\hbar\omega$ per particle. The near-threshold formula (6), with $\Delta=0.0414$, gives $0.035$.

To test whether this minimum is real, the Gaussian cloud is released in imaginary time: $u$ is evolved with $\partial u/\partial\tau=-Hu$ and renormalized after each step, where $H$ contains the kinetic, trap and interaction terms of the GP equation. This procedure searches for lower energy among all spherical shapes and isn't the motion of the real gas. The energy was tested to fall, within rounding, at every step.

- For $N=1500$ the flow settles at rms radius $1.044\,a_{ho}$ and energy $1.259\,\hbar\omega$, the values of the radial solution.
- For $N=2000$ the rms radius shrinks from $0.939\,a_{ho}$ to less than half of that, where the run was stopped, and the energy per particle drops from $1.16\,\hbar\omega$ to about ten $\hbar\omega$ below zero. The energy falls so steeply at this stage that its value at the stop is sensitive to the resolution: a step of $0.01$ in $\tau$ gives $-8.7\,\hbar\omega$, while finer steps and grids settle near $-12\,\hbar\omega$ at the moment the radius has exactly halved. Only the continued fall matters for the argument.

In the $N=2000$ run the shape changes first. At $\tau=0.2$ the rms radius is still $0.934\,a_{ho}$ and the energy has fallen to $1.12\,\hbar\omega$, but the core has steepened enough that this shape, frozen and scaled as above, loses its barrier at $k=0.615$, below the actual $0.629$. So at $N=2000$ a downhill path leads from the Gaussian minimum into collapse. The barrier belongs to the ansatz and not to the GP energy.

## Range of validity

Both thresholds belong to mean-field theory in a spherical trap at zero temperature. The contact interaction requires a dilute gas. At the radial threshold of the example the central density times $|a|^3$ is

$$
N_c\times0.84\times\left(\frac{|a|}{a_{ho}}\right)^3=\frac{1828\times0.84}{3179^3}\approx5\times10^{-8},
$$

so the condition is well met before collapse. During collapse the density grows, and neither atom losses nor corrections to the contact interaction are contained in the energy used here. The calculation locates the point where the mean-field minimum disappears; it doesn't describe what follows. A real cloud can escape somewhat earlier: in the example the GP barrier of the whole cloud, $N$ times the energy difference of the two radial solutions, is about $7\,\hbar\omega$ at $N=1800$ and $1\,\hbar\omega$ at $N=1820$, low enough for tunnelling or thermal escape to matter.

## Table of computed values

```
THRESHOLDS (k = N|a|/a_ho, dimensionless)
Gaussian critical width b_G             = 0.6687 a_ho
Gaussian threshold k_G, closed form     = 0.6705
Gaussian threshold, minimum search      = 0.6705
radial GP threshold k_c, spectral       = 0.57497
radial GP k at same mu, shooting        = 0.57497
excess of Gaussian, k_G/k_c - 1         = 16.6 %
RADIAL CURVE k(mu), mu in hbar*omega
  mu =  1.40   k = 0.1170
  mu =  1.00   k = 0.4343
  mu =  0.60   k = 0.5600
  mu =  0.20   k = 0.5696
  mu = -0.50   k = 0.4915
  mu = -1.00   k = 0.4326
  mu = -3.00   k = 0.2952
CRITICAL RADIAL STATE (energies per particle in hbar*omega)
mu_c                                    = 0.364
kinetic T                               = 1.5893
trap V                                  = 0.3830
interaction I                           = -0.8042
T/V (pure scaling unstable above 5)     = 4.149
scaling curvature 10V - 2T              = 0.652
rms radius                              = 0.8753 a_ho
central |phi|^2                         = 0.8440 a_ho^-3
same, Gaussian of equal rms radius      = 0.4921 a_ho^-3
EXAMPLE INPUT
mass                                    = 10 u
trap frequency omega/2pi                = 100 Hz
scattering length a                     = -1.0 nm
oscillator length a_ho                  = 3.1792 um
critical N, Gaussian                    = 2132
critical N, radial GP                   = 1828
N = 1500: k = 0.4718 (energies in hbar*omega)
Gaussian width at minimum, barrier top  = 0.8674, 0.3849 a_ho
Gaussian barrier height per particle    = 0.6000
rms radius Gaussian, radial GP          = 1.0623, 1.0442 a_ho
rms radius radial GP                    = 3.320 um
energy per particle Gaussian, radial GP = 1.2727, 1.2594
mu Gaussian, radial GP                  = 0.9843, 0.9214
flow end: rms radius, energy            = 1.0440 a_ho, 1.2592
N = 2000: k = 0.6291 (energies in hbar*omega)
Gaussian width at minimum, barrier top  = 0.7665, 0.5542 a_ho
Gaussian barrier height per particle    = 0.03795
flow: rms radius start, stop            = 0.9387, 0.4334 a_ho
flow: energy start, stop                = 1.1597, -8.6575
flow: imaginary time until radius halves= 2.08 / omega
```
